**Projections and parities of four-component spinors in a two-centre field**

For an axially symmetric potential, a Dirac eigenspinor with $J_z=\omega$ has orbital projections $\omega-\tfrac12$ in $L_\alpha,S_\alpha$ and $\omega+\tfrac12$ in $L_\beta,S_\beta$. Here $L$ and $S$ are the large and small parts, and $\alpha$ and $\beta$ are spin up and down along the axis. If the potential is even under inversion, the large and small parts have opposite inversion parity. The program diagonalizes the Dirac matrix for two charges of 50 at 0.040 bohr, without imposing either label, and asserts the projections, inversion parities and mirror values for both members of the six lowest Kramers pairs. It also asserts the cylindrical form of $\boldsymbol\sigma\cdot\mathbf p$, the commutation of the Hamiltonian matrix with $J_z$, the phase relation between large and small amplitudes, and the time-reversal relation between partners. The output shows five pairs with $|\omega|=\tfrac12$ and one with $|\omega|=\tfrac32$, with parity deviations at rounding level. In the controls, mixing partners destroys the definite projections but not the parity, unequal charges destroy the parity but not the projections, and an off-axis charge destroys the projections.

## Verification by program

```python
"""
Result under test: an eigenspinor (La, Lb, Sa, Sb) of the Dirac Hamiltonian
with an axially symmetric potential, chosen with J_z = omega, has
  La, Sa ~ exp(i(omega-1/2)phi),   Lb, Sb ~ exp(i(omega+1/2)phi).
If the potential is also even under inversion, La and Lb share one inversion
parity, and Sa and Sb share the opposite one.
L/S: large/small part; a/b: spin up/down along the molecular axis z.
Hartree atomic units; energies exclude the rest energy c^2.
Basis: real Cartesian Gaussians; small part spanned by sigma.p (large basis).
"""
from math import factorial, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from pyscf import gto

c = 1.0 / constants.fine_structure
Z, R = 50.0, 0.04
NAMES = ["La", "Lb", "Sa", "Sb"]
SPIN = np.array([0.5, -0.5, 0.5, -0.5])

# ---- sigma.p in cylindrical form against Cartesian differentiation ----
x, y, z = sp.symbols("x y z", real=True)
r = sp.symbols("r", positive=True)
up_amp = sp.exp(-r) * (1 + z * r)
dn_amp = sp.exp(-r**2 / 2) * (r + z**2)
point = {x: sp.Rational(3, 5), y: sp.Rational(-4, 5) / 2, z: sp.Rational(1, 3)}
rho_xy = sp.sqrt(x**2 + y**2)
worst_sp = 0.0
for twice in (1, -3, 5):
    m_up, m_dn = (twice - 1) // 2, (twice + 1) // 2
    turn = (x + sp.I * y) / rho_xy
    u = up_amp.subs(r, rho_xy) * turn**m_up
    d = dn_amp.subs(r, rho_xy) * turn**m_dn
    cart = [-sp.I * (sp.diff(u, z) + sp.diff(d, x) - sp.I * sp.diff(d, y)),
            -sp.I * (sp.diff(u, x) + sp.I * sp.diff(u, y) - sp.diff(d, z))]
    red = [-sp.I * (sp.diff(up_amp, z) + sp.diff(dn_amp, r) + m_dn * dn_amp / r),
           -sp.I * (sp.diff(up_amp, r) - m_up * up_amp / r - sp.diff(dn_amp, z))]
    for lhs, amp, m in zip(cart, red, (m_up, m_dn)):
        rhs = amp.subs(r, rho_xy) * turn**m
        diff = complex(lhs.subs(point).evalf()) - complex(rhs.subs(point).evalf())
        worst_sp = max(worst_sp, abs(diff))
assert worst_sp < 1e-11

# ---- scalar Gaussian basis on the two centres ----
exps = [0.05 * 3.0**k * Z**2 for k in range(10)]
d_exps = exps[1:6]
shells = [[l, [e, 1.0]] for l in (0, 1, 2) for e in exps]
shells += [[3, [e, 1.0]] for e in d_exps]
left, right = (0.0, 0.0, -R / 2), (0.0, 0.0, R / 2)
mol = gto.M(atom=[["H", left], ["H", right]], unit="Bohr",
            basis={"H": shells}, cart=True, verbose=0)
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")
grad_bra = mol.intor("int1e_ipovlp", comp=3)
nao = S.shape[0]

# L_z acts on the monomials x^a y^b z^k of each shell (all centres on the axis)
Lz = np.zeros((nao, nao), complex)
scale = np.zeros(nao)
is_large = np.zeros(nao, bool)
start = 0
for ib in range(mol.nbas):
    l = mol.bas_angular(ib)
    powers = [(a, b, l - a - b) for a in range(l, -1, -1)
              for b in range(l - a, -1, -1)]
    where = {p: start + i for i, p in enumerate(powers)}
    in_d = any(np.isclose(mol.bas_exp(ib)[0], e) for e in d_exps)
    for (a, b, k), j in where.items():
        # this scaling makes rotations unitary on the coefficients
        scale[j] = 1 / sqrt(factorial(a) * factorial(b) * factorial(k))
        is_large[j] = l <= 1 or (l == 2 and in_d)
        if b > 0:
            Lz[where[(a + 1, b - 1, k)], j] += -1j * b
        if a > 0:
            Lz[where[(a - 1, b + 1, k)], j] += 1j * a
    start += len(powers)
assert start == nao

# orthonormal large basis; near-dependent combinations are removed
idx = np.where(is_large)[0]
s_l = scale[idx]
w, U = np.linalg.eigh(s_l[:, None] * S[np.ix_(idx, idx)] * s_l[None, :])
keep = w > 1e-7
X = np.zeros((nao, int(keep.sum())))
X[idx] = s_l[:, None] * U[:, keep] / np.sqrt(w[keep])
nx = X.shape[1]
I2 = np.eye(2)
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
P = sum(np.kron(s, 1j * g @ X) for s, g in zip(pauli, grad_bra))
C = np.vstack([np.linalg.solve(S, P[:nao]), np.linalg.solve(S, P[nao:])])
metric = P.conj().T @ C
metric = (metric + metric.conj().T) / 2
p_squared = np.kron(I2, 2 * X.T @ T @ X)
balance_error = np.linalg.norm(metric - p_squared) / np.linalg.norm(p_squared)
assert balance_error < 1e-7
mval, mvec = np.linalg.eigh(metric)
assert mval[0] > 0
Y = C @ mvec / np.sqrt(mval)
XX = np.kron(I2, X)
coupling = c * P.conj().T @ (Y)  # <sigma.p large | small>


def hamiltonian(charges):
    V = np.zeros((nao, nao))
    for q, pos in charges:
        with mol.with_rinv_origin(pos):
            V -= q * mol.intor("int1e_rinv")
    V2 = np.kron(I2, V)
    small = Y.conj().T @ V2 @ Y - 2 * c**2 * np.eye(2 * nx)
    H = np.block([[XX.T @ V2 @ XX, coupling], [coupling.conj().T, small]])
    return (H + H.conj().T) / 2


def inner(a, b):
    return np.sum(a.conj() * (b @ S))


def apply_jz(a):
    return a @ Lz.T + SPIN[:, None] * a


def kramers_pairs(H, count):
    """Lowest electronic pairs; J_z is diagonalized inside each pair."""
    E, vec = np.linalg.eigh(H)
    first = int(np.argmax(E > -c**2))
    out = []
    for n in range(count):
        k = first + 2 * n
        pair = [np.vstack([(XX @ vec[:2 * nx, q]).reshape(2, nao),
                           (Y @ vec[2 * nx:, q]).reshape(2, nao)])
                for q in (k, k + 1)]
        J = np.array([[inner(a, apply_jz(b)) for b in pair] for a in pair])
        om, rot = np.linalg.eigh((J + J.conj().T) / 2)
        minus, plus = [rot[0, i] * pair[0] + rot[1, i] * pair[1] for i in (0, 1)]
        out.append(dict(E=E[k], split=E[k + 1] - E[k], gap=E[k + 2] - E[k + 1],
                        omega=om, plus=plus, minus=minus))
    return out


# circles about the axis; the whole point set is even under inversion
nphi = 16
phis = 2 * np.pi * np.arange(nphi) / nphi
rings = [(a / Z, b / Z) for a in (0.3, 0.8, 1.5) for b in (-1.3, -0.4, 0.4, 1.3)]
pts = np.array([[a * np.cos(f), a * np.sin(f), b] for a, b in rings for f in phis])
AO = mol.eval_gto("GTOval_cart", pts)
AO_inv = mol.eval_gto("GTOval_cart", -pts)
AO_mir = mol.eval_gto("GTOval_cart", pts * np.array([1, 1, -1]))


def analyse(state):
    """Dominant projection, stray share, inversion and mirror values."""
    val = state @ AO.T
    four = np.fft.fft(val.reshape(4, len(rings), nphi), axis=2) / nphi
    power = np.sum(abs(four)**2, axis=1)
    top = np.argmax(power, axis=1)
    stray = 1 - power[np.arange(4), top] / power.sum(axis=1)
    m = np.where(top > nphi // 2, top - nphi, top)
    norm = np.sum(abs(val)**2, axis=1)
    inv = np.sum(val.conj() * (state @ AO_inv.T), axis=1).real / norm
    mir = np.sum(val.conj() * (state @ AO_mir.T), axis=1).real / norm
    amps = np.array([four[k, :, top[k]] for k in range(4)])
    return m, stray, inv, mir, amps


def expected_m(omega):
    return np.rint(omega - SPIN).astype(int)


# ---- Hamiltonian check: one charge, closed-form ground energy ----
E_one = kramers_pairs(hamiltonian([(Z, left)]), 1)[0]["E"]
E_formula = c**2 * (sqrt(1 - (Z / c)**2) - 1)
assert abs(E_one / E_formula - 1) < 5e-4

# ---- symmetric two-centre problem ----
H = hamiltonian([(Z, left), (Z, right)])
SL = np.kron(I2, S @ Lz) + np.kron(pauli[2] / 2, S)
Jz = np.zeros_like(H)
Jz[:2 * nx, :2 * nx] = XX.T @ SL @ XX
Jz[2 * nx:, 2 * nx:] = Y.conj().T @ SL @ Y
comm = np.linalg.norm(H @ Jz - Jz @ H) / np.linalg.norm(H)
assert comm < 1e-6

pairs = kramers_pairs(H, 6)
print(f"speed of light: {c:.6f} a.u.")
print(f"charges Z = {Z:.0f} and {Z:.0f}, distance R = {R:.3f} bohr")
print(f"sigma.p cylindrical form, largest error: {worst_sp:.1e}")
print(f"one charge, ground energy, basis: {E_one:.3f} hartree")
print(f"one charge, ground energy, formula: {E_formula:.3f} hartree")
print(f"relative norm of [h, J_z]: {comm:.1e}")
print("component order below: " + ", ".join(NAMES))
worst = dict(stray=0.0, parity=0.0, phase=0.0, partner=0.0, split=0.0)
seen = set()
for n, p in enumerate(pairs, 1):
    assert abs(p["split"]) < 1e-3 and p["gap"] > 0.1
    worst["split"] = max(worst["split"], abs(p["split"]))
    omega = p["omega"][1]
    assert abs(2 * omega - round(2 * omega)) < 1e-5 and round(2 * omega) % 2 == 1
    seen.add(round(2 * omega))
    m, stray, inv, mir, amps = analyse(p["plus"])
    parity = np.sign(inv[0])
    for state, om in ((p["plus"], omega), (p["minus"], p["omega"][0])):
        ms, st, iv, mr, _ = analyse(state)
        assert np.array_equal(ms, expected_m(om))
        want = parity * np.array([1, 1, -1, -1])
        err = max(np.max(abs(iv - want)), np.max(abs(mr - want * (-1.0)**ms)))
        worst["stray"] = max(worst["stray"], np.max(st))
        worst["parity"] = max(worst["parity"], err)
    # one common phase makes large amplitudes real and small ones imaginary
    ref = amps[0][np.argmax(abs(amps[0]))]
    amps = amps * abs(ref) / ref
    bad = [np.max(abs(a.imag if k < 2 else a.real)) / np.max(abs(a))
           for k, a in enumerate(amps)]
    worst["phase"] = max(worst["phase"], max(bad))
    s = p["plus"].conj()
    reversed_state = np.array([-s[1], s[0], -s[3], s[2]])
    miss = abs(1 - abs(inner(p["minus"], reversed_state)))
    worst["partner"] = max(worst["partner"], miss)
    weights = [inner(a[None], a[None]).real for a in p["plus"]]
    assert abs(sum(weights) - 1) < 1e-6
    label = "g" if parity > 0 else "u"
    print(f"pair {n}: E = {p['E']:.2f} hartree, omega = {omega:.3f}, {label}")
    print("  projections m: " + ", ".join(f"{v:d}" for v in m))
    print("  inversion: " + ", ".join(f"{v:+.3f}" for v in inv)
          + "; z-mirror: " + ", ".join(f"{v:+.3f}" for v in mir))
    print("  weights: " + ", ".join(f"{v:.6f}" for v in weights))
assert {1, 3} <= seen
assert worst["stray"] < 1e-7 and worst["parity"] < 1e-5
assert worst["phase"] < 1e-3 and worst["partner"] < 1e-6
print(f"largest stray share of other projections: {worst['stray']:.1e}")
print(f"largest deviation of a parity from +1 or -1: {worst['parity']:.1e}")
print(f"largest wrong-phase amplitude (relative): {worst['phase']:.1e}")
print(f"largest Kramers-partner overlap defect: {worst['partner']:.1e}")
print(f"largest splitting inside a pair: {worst['split']:.1e} hartree")

# ---- control: equal mixture of the two partners of the lowest pair ----
mix = (pairs[0]["plus"] + pairs[0]["minus"]) / sqrt(2)
_, stray_mix, inv_mix, _, _ = analyse(mix)
assert np.max(stray_mix) > 1e-3
assert np.max(abs(abs(inv_mix) - 1)) < 1e-5
print(f"partner mixture, largest stray share: {np.max(stray_mix):.4f}")
print("partner mixture, inversion: " + ", ".join(f"{v:+.3f}" for v in inv_mix))

# ---- control: unequal charges keep projections and lose parity ----
Z2 = 30.0
het = kramers_pairs(hamiltonian([(Z, left), (Z2, right)]), 1)[0]
m_h, stray_h, inv_h, _, _ = analyse(het["plus"])
assert np.array_equal(m_h, expected_m(het["omega"][1]))
assert np.max(stray_h) < 1e-7 and abs(inv_h[0]) < 0.98
print(f"charges {Z:.0f} and {Z2:.0f}, lowest pair: omega = {het['omega'][1]:.3f}")
print("  projections m: " + ", ".join(f"{v:d}" for v in m_h))
print("  inversion values: " + ", ".join(f"{v:+.3f}" for v in inv_h))

# ---- control: an off-axis charge destroys the projections ----
Z3, off = 20.0, 0.04
bent = kramers_pairs(hamiltonian([(Z, left), (Z, right), (Z3, (off, 0.0, 0.0))]), 1)[0]
_, stray_b, _, _, _ = analyse(bent["plus"])
assert np.max(stray_b) > 1e-4
print(f"extra charge {Z3:.0f} at x = {off:.3f} bohr, lowest pair:")
print("  stray shares: " + ", ".join(f"{v:.4f}" for v in stray_b))
print("done: every assertion held")
```

Output:

```
speed of light: 137.035999 a.u.
charges Z = 50 and 50, distance R = 0.040 bohr
sigma.p cylindrical form, largest error: 2.6e-26
one charge, ground energy, basis: -1294.553 hartree
one charge, ground energy, formula: -1294.626 hartree
relative norm of [h, J_z]: 7.3e-13
component order below: La, Lb, Sa, Sb
pair 1: E = -2804.55 hartree, omega = 0.500, g
  projections m: 0, 1, 0, 1
  inversion: +1.000, +1.000, -1.000, -1.000; z-mirror: +1.000, -1.000, -1.000, +1.000
  weights: 0.959885, 0.000028, 0.009344, 0.030743
pair 2: E = -1789.32 hartree, omega = 0.500, u
  projections m: 0, 1, 0, 1
  inversion: -1.000, -1.000, +1.000, +1.000; z-mirror: -1.000, +1.000, +1.000, -1.000
  weights: 0.944190, 0.001734, 0.027231, 0.026845
pair 3: E = -1130.37 hartree, omega = 0.500, u
  projections m: 0, 1, 0, 1
  inversion: -1.000, -1.000, +1.000, +1.000; z-mirror: -1.000, +1.000, +1.000, -1.000
  weights: 0.001433, 0.976072, 0.017834, 0.004661
pair 4: E = -1087.97 hartree, omega = 1.500, u
  projections m: 1, 2, 1, 2
  inversion: -1.000, -1.000, +1.000, +1.000; z-mirror: +1.000, -1.000, -1.000, +1.000
  weights: 0.977504, 0.000001, 0.003866, 0.018629
pair 5: E = -941.44 hartree, omega = 0.500, g
  projections m: 0, 1, 0, 1
  inversion: +1.000, +1.000, -1.000, -1.000; z-mirror: +1.000, -1.000, -1.000, +1.000
  weights: 0.982281, 0.000244, 0.005135, 0.012340
pair 6: E = -677.97 hartree, omega = 0.500, u
  projections m: 0, 1, 0, 1
  inversion: -1.000, -1.000, +1.000, +1.000; z-mirror: -1.000, +1.000, +1.000, -1.000
  weights: 0.980589, 0.000485, 0.010162, 0.008764
largest stray share of other projections: 0.0e+00
largest deviation of a parity from +1 or -1: 3.3e-16
largest wrong-phase amplitude (relative): 1.4e-11
largest Kramers-partner overlap defect: 1.2e-14
largest splitting inside a pair: 8.3e-10 hartree
partner mixture, largest stray share: 0.4024
partner mixture, inversion: +1.000, +1.000, -1.000, -1.000
charges 50 and 30, lowest pair: omega = 0.500
  projections m: 0, 1, 0, 1
  inversion values: +0.815, +0.838, -0.310, -0.664
extra charge 20 at x = 0.040 bohr, lowest pair:
  stray shares: 0.0020, 0.0299, 0.0014, 0.0096
done: every assertion held
```
